# Grid terms in Kohn–Sham nuclear gradients with atom-centred quadrature, part 2

The problem is the nuclear gradient $\mathbf g_B=dE/d\mathbf R_B$ of a closed-shell Kohn–Sham energy $E$ whose exchange-correlation part is summed on an atom-centred grid. Hartree atomic units are used, and the force on nucleus $B$ is $-\mathbf g_B$. The basis functions are centred on the nuclei, $P$ is the density matrix, and

$$E_{xc}=\sum_g q_g\,w_{A(g)}(\mathbf r_g;\mathbf R)\,f(\mathbf r_g;\mathbf R,P),\qquad \mathbf r_g=\mathbf R_{A(g)}+\mathbf s_g. \tag{2}$$

Point $g$ is owned by atom $A(g)$. Its offset $\mathbf s_g$ and single-centre weight $q_g$ do not depend on the geometry. The Becke weights $w_A$ depend only on distances and satisfy $\sum_Aw_A=1$. The integrand $f$ depends on the density $\rho$ and on $\sigma=|\nabla\rho|^2$. With $\nabla$ acting on $\mathbf r$ and $\partial_B$ the derivative with respect to $\mathbf R_B$ at fixed $\mathbf r$,

$$\frac{dE_{xc}}{d\mathbf R_B}\Big|_P=\mathbf G^{\rm basis}_B+\mathbf G^{\rm fmove}_B+\mathbf G^{\rm wexp}_B+\mathbf G^{\rm wmove}_B, \tag{4}$$

$$\mathbf G^{\rm basis}_B=\sum_g q_g w_{A(g)}\,\partial_Bf,\qquad \mathbf G^{\rm fmove}_B=\sum_{g\in B}q_g w_B\,\nabla f,$$

$$\mathbf G^{\rm wexp}_B=\sum_g q_g f\,\partial_Bw_{A(g)},\qquad \mathbf G^{\rm wmove}_B=\sum_{g\in B}q_g f\,\nabla w_B .$$

The last three are the grid terms, and a naive gradient omits all three. The full gradient is (4) plus an analytic part, which contains the integral derivatives, the nuclear repulsion and the response of $P$.

For that response, let $S$ be the overlap matrix, $P=2CC^T$ with $C$ the occupied orbital coefficients, and $\delta E=\operatorname{Tr}F\,\delta P$ at fixed geometry. A prime is the derivative with respect to one nuclear coordinate. At self-consistency $FC=SC\epsilon$ with $\epsilon$ diagonal, and

$$\operatorname{Tr}FP'=-2\operatorname{Tr}(\epsilon\,C^TS'C)=-\operatorname{Tr}WS',\qquad W=2C\epsilon C^T=\tfrac12PFP. \tag{11}$$

Translation symmetry gives, for any symmetric $P$ and $W$, $\sum_B\mathbf g_B=0$ and

$$\sum_B\left(\mathbf G^{\rm basis}_B+\mathbf G^{\rm fmove}_B\right)=0,\qquad \sum_B\left(\mathbf G^{\rm wexp}_B+\mathbf G^{\rm wmove}_B\right)=0. \tag{13}$$

## The naive gradient and the limit of exact quadrature

$\mathbf G^{\rm basis}_B$ is the derivative of (2) when the basis functions move while the points $\mathbf r_g$ and the products $q_gw_{A(g)}$ stay frozen in space. A frozen grid singles out a position, and by (13) the naive net gradient is

$$\sum_B\mathbf G^{\rm basis}_B=-\sum_gq_gw_{A(g)}\nabla f,$$

which is the quadrature of $-\int\nabla f\,d^3r$. That integral is zero by the divergence theorem because $f$ decays fast enough for the surface term at infinity to vanish, so the naive net force is a pure quadrature error. Subtracting the mean from a naive gradient changes every atom by the same vector, whereas the omitted grid terms differ from atom to atom, so the subtraction removes the symptom and leaves the atom-to-atom differences of the error.

As the atomic grids are refined each atomic sum tends to an integral over all space, and

$$\mathbf G^{\rm wexp}_B\to\sum_A\int f\,\partial_Bw_A=\int f\,\partial_B\sum_Aw_A=\int f\,\partial_B1=0,$$

$$\mathbf G^{\rm fmove}_B+\mathbf G^{\rm wmove}_B\to\int\nabla(w_Bf)=0 .$$

The grid terms together vanish in this limit, but $\mathbf G^{\rm wmove}_B\to\int f\nabla w_B$ stays finite, since it is the integrand sampled over the smeared boundary of cell $B$. With $f<0$ and $\nabla w_B$ pointing into the cell, it points out of the cell toward the neighbours. The two moving-point terms must therefore be kept or dropped together, and keeping $\mathbf G^{\rm fmove}$ alone leaves an error $-\mathbf G^{\rm wexp}_B-\mathbf G^{\rm wmove}_B$, which tends to $-\int f\nabla w_B$ rather than to zero on refinement, with zero net force.

## The net torque

Rotating the nuclei while the offsets keep their direction in space is not a symmetry of (2), unless the rotation maps each atomic grid onto itself. Rotating nuclei and offsets together is one. Treat the self-consistent energy as a function $E(\mathbf R,\mathbf s)$ and apply a rotation $Q$ to both arguments, so that $\mathbf r_g\to Q\mathbf r_g$. The weights depend on distances and are unchanged. If the basis consists of complete angular shells, the rotated orbitals lie in the basis at the rotated geometry, so each allowed $P$ has a partner with the same $\rho$ and $\sigma$ at corresponding points and the same analytic energy terms, and the stationary energies are equal. The overlap matrix does not depend on $\mathbf s_g$, so by (11) the response term vanishes and $\partial E/\partial\mathbf s_g=q_g\nabla(w_{A(g)}f)$. For an infinitesimal rotation $\delta\mathbf x=\boldsymbol\theta\times\mathbf x$, the identity $(\boldsymbol\theta\times\mathbf x)\cdot\mathbf y=\boldsymbol\theta\cdot(\mathbf x\times\mathbf y)$ turns $\delta E=0$, for all $\boldsymbol\theta$, into

$$\sum_B\mathbf R_B\times\mathbf g_B=-\sum_gq_g\,\mathbf s_g\times\nabla(w_{A(g)}f). \tag{14}$$

The left side is independent of the origin because $\sum_B\mathbf g_B=0$. The right side vanishes for exact quadrature, since integration by parts gives $\int\epsilon_{ijk}s_j\partial_kX=-\int\epsilon_{ijk}\delta_{jk}X=0$, and on a finite grid it is a quadrature error that the full gradient retains. Unlike (13), equation (14) needs stationarity. If the offsets follow a molecule-fixed frame, $\mathbf s_g=Q(\mathbf R)\mathbf s_g^0$, the chain rule adds $\sum_gq_g\nabla(w_{A(g)}f)\cdot(\partial Q/\partial R_{B,i})\mathbf s^0_g$ to (4), a case outside the numerical check.

## Worked example: water, PBE/6-31G

The nuclei are placed at chosen low-symmetry positions, O at the origin, H1 at $(1.5,0.3,1.0)$ and H2 at $(-1.3,0.5,1.2)$ bohr, and there are 13 basis functions. The radial rule is Gauss–Chebyshev of the second kind, with $x_i=\cos\theta_i$, $\theta_i=i\pi/(n_r+1)$, and weights $\pi\sin^2\theta_i/(n_r+1)$ for the measure $\sqrt{1-x^2}\,dx$. Dividing by $\sqrt{1-x_i^2}=\sin\theta_i$ and mapping by $r=r_m(1+x)/(1-x)$, $dr/dx=2r_m/(1-x)^2$, gives radial weights $\pi\sin\theta_i\,r_i^2\,(dr/dx)_i/(n_r+1)$, with $r_m=0.6$ bohr. The angular rule has $n_\theta$ Gauss–Legendre nodes in the cosine of the polar angle times $2n_\theta$ equally spaced azimuths $(k+\tfrac12)\pi/n_\theta$, $k=0,\dots,2n_\theta-1$, of weight $\pi/n_\theta$. The coarse grid has $20\times6\times12$ points per atom, 4320 in all, and gives $E=-76.298274$ hartree and 9.9986 electrons out of 10.

For the $x$ component on H1, in hartree/bohr, the four terms add to

$$0.2097952+0.7254636-0.0019165-0.7266495=0.2066928,$$

in the order of (4). Adding the analytic part $-0.2353935$ gives $-0.0287007$, equal up to rounding to the value $-0.0287008$ obtained by differencing self-consistent energies. The two moving-point terms are each about 25 times the final gradient and cancel to $-0.0011859$. The term $\mathbf G^{\rm wmove}$ on H1 is $(-0.727,-0.118,-0.411)$, which points out of the H1 cell toward the other atoms, as expected.

The program whose output follows tests each of the four terms against finite differences of a quadrature in which the basis centres, the points for $f$, the weight centres and the points for $w$ move independently, and the largest deviation is $1.8\times10^{-11}$ hartree/bohr. It tests the full gradient against differenced self-consistent energies, with largest deviation $1.0\times10^{-10}$. The sums over atoms show (13): the $z$ components are $+0.0032375$ for the basis term and $-0.0032375$ for its moving partner, and the $x$ components are $-0.0026709$ and $+0.0026709$ for the weight pair. The full gradient has a net value at rounding level, $2\times10^{-15}$, as does the exchange-correlation gradient of an unconverged starting density matrix, $3\times10^{-15}$.

In the following comparison the error is the largest component of the difference from the differenced energy on the same coarse grid, in hartree/bohr.

| scheme | net | error |
|---|---|---|
| full | $2\times10^{-15}$ | $1.0\times10^{-10}$ |
| naive | $3.25\times10^{-3}$ | $3.31\times10^{-3}$ |
| naive minus mean | $3\times10^{-18}$ | $3.29\times10^{-3}$ |
| basis + fmove | $4\times10^{-16}$ | $0.908$ |
| full, fine-grid $P,W$ | $7\times10^{-15}$ | $1.26\times10^{-4}$ |

The naive net value is the length of $(-0.0000655,0.0003101,0.0032375)$, which is $0.003253$ hartree/bohr, or $0.167$ eV/Å at $51.4221$ eV/Å per hartree/bohr. The largest naive error is the $x$ component on O, where the omitted terms are $-0.0940850+0.0002265+0.0971691=0.0033106$, or $0.170$ eV/Å. Removing the mean shifts this component by only $0.0000655/3=0.0000218$ and leaves $0.0032888$. The error $0.908$ is the omitted $0.9086050-0.0002122$ in the $z$ component on O. Three wrong gradients in the table have zero net force.

A rigid shift by $\mathbf t=(0.37,-1.21,0.58)$ bohr leaves $E$ unchanged to $10^{-14}$ hartree. Moving the molecule by $\mathbf t/10$ through a frozen grid changes $E_{xc}$ by $1.09\times10^{-3}$ hartree. The linear estimate from the naive net gradient is $-0.0000655\cdot0.037-0.0003101\cdot0.121+0.0032375\cdot0.058=1.5\times10^{-4}$ hartree, so this displacement lies well beyond the linear regime.

For the torque, O sits at the origin and the $z$ component of the left side of (14) is

$$[1.5\cdot0.0011810+0.3\cdot0.0287008]+[1.3\cdot0.0032580-0.5\cdot0.0207172]=0.0103817-0.0061232=0.0042585$$

hartree, against $0.0042586$ from the grid sum on the right, and the program tests all three components. Rotating the nuclei by $30^\circ$ about $x$ with fixed offsets changes $E$ by $1.68\times10^{-4}$ hartree.

On refinement from $20\times6\times12$ through $35\times10\times20$ to $50\times14\times28$, the naive net gradient falls from $3.25\times10^{-3}$ to $5.78\times10^{-4}$ to $6.30\times10^{-5}$ hartree/bohr. From the coarsest to the finest grid the largest component of $\mathbf G^{\rm wexp}$ falls from $1.92\times10^{-3}$ to $5.30\times10^{-5}$, that of the moving-point pair from $3.08\times10^{-3}$ to $3.63\times10^{-5}$, and the torque from $4.36\times10^{-3}$ to $2.55\times10^{-5}$ hartree. The largest component of $\mathbf G^{\rm wmove}$ stays at $0.9086$, $0.9082$, $0.9082$.

In this example the grid terms do not bring most components of the coarse gradient closer to the fine-grid values. On H1 the naive $x$ component is $0.2097952-0.2353935=-0.0255983$ and the fine-grid value is $-0.0256763$, a difference of $8\times10^{-5}$, while the full coarse value $-0.0287008$ differs by $3.0\times10^{-3}$. Forming the same differences for all nine components, the naive value is the nearer one in seven. Its largest deviation from the fine grid is $0.0082299-0.0050501=3.2\times10^{-3}$, in the $z$ component on O, comparable to the $3.0\times10^{-3}$ of the full coarse gradient. The fine-grid values are themselves converged only to about $4\times10^{-5}$ hartree/bohr. On a denser grid of 90 radial and 434 Lebedev points per atom the H1 $x$ component is $-0.02564$, the naive difference drops from $8\times10^{-5}$ to $4\times10^{-5}$, the largest full coarse deviation becomes $3.1\times10^{-3}$, and the count stays at seven. The count also depends on the orientation of the coarse grid: with the offsets rotated by $0.4$ rad about $y$ and then $0.7$ rad about $x$, the naive value is nearer to the dense-grid value in five components, and the largest deviations are $3.8\times10^{-3}$ for the naive and $2.7\times10^{-3}$ for the full gradient. This is one molecule on one grid family and no rule is inferred from it. It is consistent with what was derived, since the full gradient is the exact slope of the coarse-grid energy surface, including that surface's quadrature error. The grid terms make the forces vanish at the stationary points of the computed energy and make them conservative with respect to it, but they do not remove the quadrature error of that energy.

## Numbers as computed

```
H2O PBE/6-31G, 13 basis functions, r_m = 0.6 bohr
R O  (bohr):   0.0000000   0.0000000   0.0000000
R H1 (bohr):   1.5000000   0.3000000   1.0000000
R H2 (bohr):  -1.3000000   0.5000000   1.2000000
OH1 1.8276 bohr, OH2 1.8385 bohr, angle 100.29 deg
Exc fine grid -9.257312, library grid -9.257309 hartree
coarse grid 20x6x12 per atom, 4320 points; gradients in hartree/bohr (x y z)
E = -76.29827403 hartree, Exc = -9.25754193 hartree, N = 9.998627 electrons
basis O   -0.0328702  -0.1187717  -0.3243027
basis H1   0.2097952   0.0461843   0.1510773
basis H2  -0.1769905   0.0728975   0.1764629
fmove O   -0.0940850  -0.3305752  -0.9103029
fmove H1   0.7254636   0.1182530   0.4093589
fmove H2  -0.6313131   0.2120120   0.4977065
wexp  O    0.0002265   0.0008977  -0.0002122
wexp  H1  -0.0019165   0.0005627   0.0004261
wexp  H2  -0.0009808  -0.0009588   0.0003421
wmove O    0.0971691   0.3298624   0.9086050
wmove H1  -0.7266495  -0.1179290  -0.4111326
wmove H2   0.6321513  -0.2124351  -0.4980285
max |term - finite difference| = 1.8e-11
sum over atoms basis  -0.0000655   0.0003101   0.0032375
sum over atoms fmove   0.0000655  -0.0003101  -0.0032375
sum over atoms wexp   -0.0026709   0.0005016   0.0005561
sum over atoms wmove   0.0026709  -0.0005016  -0.0005561
max |grad w + sum_B d_B w| = 4.4e-16 1/bohr
non-xc O    0.0375431   0.1206636   0.3325326
non-xc H1  -0.2353935  -0.0458899  -0.1537253
non-xc H2   0.1978504  -0.0747737  -0.1788073
full   O    0.0079835   0.0020770   0.0063199
full   H1  -0.0287008   0.0011810  -0.0039956
full   H2   0.0207172  -0.0032580  -0.0023243
SCF FD O    0.0079835   0.0020770   0.0063199
SCF FD H1  -0.0287008   0.0011810  -0.0039956
SCF FD H2   0.0207172  -0.0032580  -0.0023243
full                  |net| 2.02e-15, max error 1.00e-10 hartree/bohr
naive                 |net| 3.25e-03, max error 3.31e-03 hartree/bohr
naive minus mean      |net| 3.47e-18, max error 3.29e-03 hartree/bohr
basis+fmove only      |net| 4.15e-16, max error 9.08e-01 hartree/bohr
full, P of fine grid  |net| 6.60e-15, max error 1.26e-04 hartree/bohr
|net xc gradient|, unconverged guess P: 2.7e-15 hartree/bohr
1 hartree/bohr = 51.4221 eV/A
naive |net| 0.1673 eV/A, naive max error 0.1702 eV/A
t = (0.37,-1.21,0.58) bohr: E(R+t)-E(R) = -1.4e-14 hartree
molecule moved by t/10, grid frozen: dExc = 1.09e-03 hartree
nuclei rotated 30 deg about x, offsets fixed: dE = 1.68e-04 hartree
sum R x g from FD (hartree)    0.0003678  -0.0008684   0.0042586
-sum q s x grad(wf) (hartree)   0.0003678  -0.0008684   0.0042586
grid, E(hartree), then hartree/bohr: naive|net| max|wexp| max|fmove+wmove| max|wmove|; |torque|(hartree)
20x6x12 -76.298274  3.25e-03 1.92e-03 3.08e-03 0.9086 4.36e-03
35x10x20 -76.297911  5.78e-04 4.63e-04 2.31e-04 0.9082 3.32e-04
50x14x28 -76.297902  6.30e-05 5.30e-05 3.63e-05 0.9082 2.55e-05
full, fine grid O    0.0049528   0.0016296   0.0050501
full, fine grid H1  -0.0256763   0.0001933  -0.0026245
full, fine grid H2   0.0207235  -0.0018229  -0.0024256
```
